# Thermal carriers, chemical potential and Hall coefficient of graphene

**The model.** Near each of its two valleys, graphene has an upper band $E=+\hbar v k$ and a lower band $E=-\hbar v k$, where $k$ is measured from the valley centre. Each level is doubly degenerate in spin. Electrons do not interact, and the sheet is uniform. Let $n$ be the number of electrons per area in the upper band and $p$ the number of empty states (holes) per area in the lower band. The elementary charge is $e>0$, the chemical potential $\mu$ is measured from the point where the bands meet, and $\eta=\mu/kT$. In $kT$ and $E_F/k$ the letter $k$ is Boltzmann's constant; elsewhere it is the wave number.

For numbers take $v=10^6$ m/s and, where the sheet is doped, $n_0=n-p=10^{15}$ m$^{-2}$. These are round model parameters. Energies are in meV and densities in $10^{15}$ m$^{-2}$.

## Part (a)

*Show that neutral graphene at temperature $T$ contains $n=p=\frac{\pi}{6}(kT/\hbar v)^2$ carriers of each sign. Evaluate this at 300 K.*

**Answer.** With four states (two spins, two valleys) per allowed $k$-vector, the number of states per area between $k$ and $k+dk$ is

$$4\,\frac{2\pi k\,dk}{(2\pi)^2}=\frac{2k\,dk}{\pi}.$$

Putting $k=|E|/\hbar v$ gives the density of states of either band,

$$D(E)=\frac{2|E|}{\pi\hbar^2v^2}.$$

The occupation is $f_0(E)=1/(e^{(E-\mu)/kT}+1)$. With $x=E/kT$,

$$n=\int_0^\infty D f_0\,dE=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2F(\eta),\qquad F(\eta)=\int_0^\infty\frac{x\,dx}{e^{x-\eta}+1}.$$

A lower-band state at $E=-xkT$ is empty with probability $1-f_0=1/(e^{x+\eta}+1)$. This is the same expression with $\eta\to-\eta$, so

$$p=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2F(-\eta).$$

Neutrality means $F(\eta)=F(-\eta)$. Since $F$ increases with $\eta$, this requires $\eta=0$. For $x>0$ expand $1/(e^x+1)=e^{-x}-e^{-2x}+e^{-3x}-\dots$ and use $\int_0^\infty xe^{-mx}dx=1/m^2$:

$$F(0)=1-\frac14+\frac19-\dots=\sum_m\frac1{m^2}-2\sum_m\frac1{(2m)^2}=\frac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.$$

The second sum removes the even terms twice, which turns their sign. Therefore

$$n=p=\frac2\pi\cdot\frac{\pi^2}{12}\left(\frac{kT}{\hbar v}\right)^2=\frac{\pi}{6}\left(\frac{kT}{\hbar v}\right)^2 .$$

The thermal wave number $kT/\hbar v$ sets the radius of the disc in $k$-space that is thermally excited, and its area grows as $T^2$. There is no activation factor because there is no gap.

At 300 K, $kT=25.85$ meV and $kT/\hbar v=3.928\times10^7$ m$^{-1}$, so

$$n=p=0.5236\times(3.928\times10^7)^2\ \text{m}^{-2}=0.808\times10^{15}\ \text{m}^{-2},$$

or $8.08\times10^{10}$ cm$^{-2}$.

The straight bands are an approximation to the lattice bands. For the nearest-neighbour honeycomb model, summing the occupations over an $1800\times1800$ grid in the Brillouin zone gives a density above the cone formula by about 0.4% of the latter when $kT$ is 0.04 of the hopping energy, and by about 0.1% at 0.02. Halving $T$ divides the excess by about four.

## Part (b)

*The sheet is now doped at fixed $n_0>0$. Find the equation for $\mu(T)$, show that its solution is unique, and find a closed form for $n+p$. Obtain $\mu$ at low and high temperature.*

**Answer.** At $T=0$ the upper band is filled up to $E_F$, so

$$n_0=\int_0^{E_F}D\,dE=\frac{E_F^2}{\pi\hbar^2v^2},\qquad E_F=\hbar v\sqrt{\pi n_0}.$$

With $t=kT/E_F$ we have $(kT/\hbar v)^2=\pi n_0t^2$. The results of part (a) become $n=2t^2n_0F(\eta)$ and $p=2t^2n_0F(-\eta)$. Fixed doping then requires

$$2t^2\,\Delta(\eta)=1,\qquad \Delta(\eta)=F(\eta)-F(-\eta).$$

To differentiate $F$, note that its integrand depends on $\eta$ through $x-\eta$, so $\partial_\eta=-\partial_x$ on the occupation factor. Integration by parts, with vanishing end terms, gives

$$F'(\eta)=\int_0^\infty\frac{dx}{e^{x-\eta}+1}=\Big[-\ln(1+e^{\eta-x})\Big]_0^\infty=\ln(1+e^\eta).$$

Hence

$$\Delta'(\eta)=\ln(1+e^\eta)+\ln(1+e^{-\eta})=2\ln\!\left(2\cosh\frac\eta2\right)>0.$$

$\Delta$ rises from 0 at $\eta=0$ without bound, so there is one solution $\eta$ for each $T$. As $T$ rises, $\Delta=1/(2t^2)$ falls, and therefore $\eta$ falls.

For the sum, the derivative of $F(\eta)+F(-\eta)$ is $\ln(1+e^\eta)-\ln(1+e^{-\eta})=\eta$, and its value at $\eta=0$ is $2F(0)=\pi^2/6$. Thus

$$F(\eta)+F(-\eta)=\frac{\pi^2}{6}+\frac{\eta^2}{2},\qquad n+p=\frac{\mu^2+\pi^2(kT)^2/3}{\pi\hbar^2v^2}.$$

*Low temperature.* Write $\Delta$ as the sum minus $2F(-\eta)$, and multiply $\Delta=1/(2t^2)$ by $2(kT)^2$:

$$\mu^2+\frac{\pi^2}{3}(kT)^2-4(kT)^2F(-\eta)=E_F^2 .$$

Since $1/(e^{x+\eta}+1)<e^{-x-\eta}$, we have $F(-\eta)<e^{-\eta}$. Up to this exponentially small term,

$$\mu\simeq\sqrt{E_F^2-\frac{\pi^2}{3}(kT)^2}.$$

*High temperature.* Here $\eta$ is small and $\Delta\simeq\Delta'(0)\eta=2\eta\ln2$. Then $4t^2\eta\ln2=1$, and

$$\mu=\eta kT\simeq\frac{E_F^2}{4\ln2\;kT}.$$

The chemical potential falls because, for $\mu>0$, the density of states at a given distance above $\mu$ is larger than at the same distance below it. At fixed $\mu$, thermal smearing would add more electrons above $\mu$ than it removes below, so $\mu$ must drop to keep $n_0$.

## Part (c)

*Compute $\mu$, $n$ and $p$ between 50 and 600 K.*

**Answer.** From part (a), $\hbar v=25.85\ \text{meV}/(3.928\times10^7\ \text{m}^{-1})=6.58\times10^{-7}$ meV m. Therefore

$$E_F=6.58\times10^{-7}\times\sqrt{\pi\times10^{15}}\ \text{meV}=36.9\ \text{meV},$$

and $E_F/k=428$ K.

At 300 K, $t=25.85/36.89=0.7007$, so we need $\Delta(\eta)=1/(2t^2)=1.018$. Expanding $\Delta'$ for small $\eta$ gives $\Delta'=2\ln2+\eta^2/4-\dots$, hence $\Delta\simeq2\eta\ln2+\eta^3/12$. The value $\eta=0.713$ gives $0.988+0.030=1.018$, as required. Thus $\mu=0.713\times25.85=18.4$ meV. The closed form for the sum gives

$$\frac{n+p}{n_0}=2t^2\left(\frac{\pi^2}{6}+\frac{\eta^2}{2}\right)=0.982\times1.899=1.865 .$$

With $n-p=n_0$ this means $n=1.433$ and $p=0.433$. The table was obtained by solving $2t^2\Delta=1$ numerically with a bracketing root finder.

| $T$ (K) | $\mu$ (meV) | $n$ | $p$ |
|---:|---:|---:|---:|
| 50 | 36.1 | 1.000 | 0.000 |
| 100 | 33.5 | 1.002 | 0.002 |
| 200 | 25.3 | 1.095 | 0.095 |
| 300 | 18.4 | 1.433 | 0.433 |
| 400 | 14.1 | 2.009 | 1.009 |
| 600 | 9.5 | 3.764 | 2.764 |

At 50 K the low-temperature formula agrees with the solution to the digits shown. At 600 K the high-temperature formula is too large by 0.2%. At 400 K there is already about one thermal electron-hole pair for each doped electron.

## Part (d)

*A weak field $B$ points along $z$. The Hall coefficient is $R=E_y/(j_xB)$ at $j_y=0$. Derive $R$ from the Boltzmann equation with a relaxation time $\tau(E)$, and state when each band can be given a single mobility.*

**Answer.** Treat both bands as containing electrons of charge $-e$. Their velocity is $\mathbf v=sv\,\mathbf k/k$, with $s=+1$ in the upper band and $s=-1$ in the lower. The magnetic part of $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$ is

$$\hbar\dot k_x=-eBv_y,\qquad \hbar\dot k_y=+eBv_x .$$

It turns $\mathbf k$ through its polar angle $\theta$ at the rate

$$\omega=\frac{seBv}{\hbar k}=\frac{eBv^2}{E}.$$

The sense of rotation is opposite in the two bands. This is the origin of the opposite Hall signs.

To first order in the electric field let $f=f_0+\delta f$. In the steady state,

$$-e\,\mathbf E\cdot\mathbf v\,f_0'+\omega\,\partial_\theta\delta f=-\frac{\delta f}{\tau},$$

where $f_0'=df_0/dE$. The magnetic force does not act on $f_0$ because it does no work. Substituting $\delta f=e f_0'\,\mathbf E\cdot\boldsymbol\Lambda$ gives

$$\boldsymbol\Lambda+\omega\tau\,\partial_\theta\boldsymbol\Lambda=\tau\mathbf v .$$

Since $\partial_\theta\mathbf v=(-v_y,v_x)$, the solution to first order in $\omega\tau$ is

$$\Lambda_x=\tau v_x+\omega\tau^2v_y,\qquad \Lambda_y=\tau v_y-\omega\tau^2v_x .$$

The current is $-e$ times the sum of $\mathbf v\,\delta f$ over states. The angular averages are $\langle v_x^2\rangle=\langle v_y^2\rangle=v^2/2$ and $\langle v_xv_y\rangle=0$, so

$$\sigma_{xx}=\frac{e^2v^2}{2}\int D(-f_0')\,\tau\,dE,\qquad \sigma_{xy}=-\frac{e^2v^2}{2}\int D(-f_0')\,\omega\tau^2\,dE,$$

with $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$.

The turning rate gives $|\omega|\tau/B=e\tau v^2/|E|$, which has the form of a mobility with mass $|E|/v^2$. This ratio is the same throughout a band if $\tau=a|E|$, and the integrals below show that it is then also the mobility in $\sigma_{xx}$. Let $a$ take the values $a_e$ and $a_h$ in the two bands, and define $u_e=ea_ev^2$ and $u_h=ea_hv^2$. For the upper band, integration by parts gives

$$\sigma_{xx}^{(e)}=\frac{e^2a_e}{\pi\hbar^2}\int_0^\infty E^2(-f_0')\,dE=\frac{2e^2a_e}{\pi\hbar^2}\int_0^\infty Ef_0\,dE=e^2a_ev^2n=enu_e .$$

In the lower band $-f_0'$ is the derivative of $1-f_0$, and the same step gives $epu_h$. Moreover $\omega\tau=+u_eB$ in the upper band and $-u_hB$ in the lower, independent of energy. Each band's $\sigma_{xy}$ is therefore $-\omega\tau$ times its $\sigma_{xx}$:

$$\sigma_{xx}=e(nu_e+pu_h),\qquad \sigma_{xy}=eB(pu_h^2-nu_e^2).$$

The condition $j_y=0$ gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. To lowest order in $B$, $j_x=\sigma_{xx}E_x$, so $R=\sigma_{xy}/(B\sigma_{xx}^2)$. With $b=u_h/u_e$,

$$R=\frac{pb^2-n}{e\,(n+pb)^2}.$$

This holds for $u_eB,u_hB\ll1$. Only the ratio $b$ enters, so the mobilities may vary with temperature if $b$ does not.

## Part (e)

*Discuss and compute $R(T)$ at fixed $n_0$ for $b=1$ and $b=1.5$.*

**Answer.** *Equal mobilities.* For $b=1$ the formula reduces to $R=-n_0/[e(n+p)^2]$. Dividing the low-temperature identity of part (b) by $E_F^2$ gives $(n+p)/n_0=1+4t^2F(-\eta)$, and so

$$R=-\frac{1}{en_0}\,\frac{1}{[1+4t^2F(-\eta)]^2}.$$

On heating from $T=0$, $R$ departs from $-1/(en_0)$ by an exponentially small amount, although $\mu$ itself shifts as $T^2$. At high temperature $n+p\to\pi^2t^2n_0/3$, and

$$R\to-\frac{9}{\pi^4t^4}\,\frac1{en_0}.$$

*More mobile holes.* For $b>1$ the sign of $R$ changes where $n/p=b^2$. The ratio $n/p=F(\eta)/F(-\eta)$ increases with $\eta$, which falls on heating. Hence $n/p$ falls steadily from infinity towards 1 and passes $b^2$ once. The value of $\eta$ there, and with it $t$, depends on $b$ alone, so the sign-change temperature is proportional to $E_F$, that is, to $\sqrt{n_0}$. If $b\le1$, electron doping keeps $R$ negative, since then $pb^2\le p<n$.

At high temperature the ratios of $n$ and $p$ to the neutral density $n_{\rm th}$ of part (a) both approach 1, and for $b\ne1$

$$R\to\frac{b^2-1}{en_{\rm th}(1+b)^2}=\frac{b-1}{b+1}\,\frac{1}{en_{\rm th}},$$

which falls as $T^{-2}$. For $b>1$, $R$ therefore has a positive maximum above the sign change.

*Numbers.* Here $1/(en_0)=6242$ m$^2$/C. At 300 K,

$$b=1:\quad R=-\frac{6242}{1.865^2}=-1790\ \text{m}^2/\text{C},$$

$$b=1.5:\quad R=6242\times\frac{0.4325\times2.25-1.4325}{(1.4325+0.4325\times1.5)^2}=-662\ \text{m}^2/\text{C}.$$

| $T$ (K) | $R$, $b=1$ (m$^2$/C) | $R$, $b=1.5$ (m$^2$/C) |
|---:|---:|---:|
| 50 | −6240 | −6240 |
| 100 | −6190 | −6160 |
| 200 | −4410 | −3590 |
| 300 | −1790 | −662 |
| 400 | −685 | 131 |
| 600 | −146 | 245 |

For $b=1.5$ the sign change requires $n=2.25p$. With $n-p=n_0$ this gives $p=0.8$ and $n=1.8$. Root finding places it at 368 K, where $t=0.859$. Electrons still outnumber holes there by more than two to one, but each carrier enters the Hall current with the square of its mobility. A numerical maximum search finds the largest positive value, 260 m$^2$/C, near 523 K.

Reading a density from $1/(e|R|)$ would give $3.5\times10^{15}$ m$^{-2}$ at 300 K for $b=1$. This is neither $n_0$ nor $n+p$, but $(n+p)^2/n_0$.

## Part (f)

*Replace $\tau\propto|E|$ by a constant $\tau$, equal in both bands. How does $R$ change?*

**Answer.** The integrals of part (d) are now

$$\sigma_{xx}=\frac{e^2\tau}{\pi\hbar^2}\int|E|(-f_0')\,dE=\frac{e^2\tau\,kT}{\pi\hbar^2}\,L,\qquad L=2\ln\!\left(2\cosh\frac\eta2\right),$$

where integration by parts in each band has produced the two logarithms of $\Delta'(\eta)$. In $\sigma_{xy}$ the factor $1/E$ in $\omega$ cancels $|E|$ in $D$ and leaves the sign of $E$:

$$\sigma_{xy}=-\frac{e^3Bv^2\tau^2}{\pi\hbar^2}\big[f_0(0)-(1-f_0(0))\big]=-\frac{e^3Bv^2\tau^2}{\pi\hbar^2}\tanh\frac\eta2 .$$

Hence

$$R=-\frac{\pi\hbar^2v^2}{e}\,\frac{\tanh(\eta/2)}{(kT\,L)^2}.$$

The expansion in $\omega\tau$ fails for $|E|\lesssim eBv^2\tau$, so this result needs $eBv^2\tau$ to be small against the larger of $kT$ and $\mu$. Such states then have little weight in the integrals.

At low temperature $\tanh(\eta/2)\to1$ and $kTL\to\mu$. Using $\pi\hbar^2v^2=E_F^2/n_0$,

$$R\simeq-\frac{1}{en_0}\frac{E_F^2}{\mu^2}\simeq-\frac1{en_0}\left(1+\frac{\pi^2}{3}t^2\right).$$

The magnitude first rises on heating, unlike the result for $\tau\propto|E|$. At 300 K, $\eta=0.713$ gives $\tanh(\eta/2)=0.3421$ and $L=1.511$, so

$$R=-6242\times\frac{0.3421}{(0.7007\times1.511)^2}\ \text{m}^2/\text{C}\simeq-1905\ \text{m}^2/\text{C}.$$

This is 6% larger in magnitude than for $\tau\propto|E|$. The two-carrier formula with fixed mobilities thus carries an assumption about scattering, not only about carrier numbers.

Both results leave out momentum exchange between electrons and holes, quantum mixing of the bands, and Landau quantization. The Boltzmann description needs $|E|\tau/\hbar\gg1$ for the carriers that matter, so it fails close to $E=0$. For $\tau\propto|E|$ and mobility $u$, this quantity equals $\pi n_0\hbar u/e$ at $|E|=E_F$. With the $n_0$ used here that is only about 2 for $u=1$ m$^2$/(V s), so the low-temperature numbers above presuppose a considerably higher mobility. A higher mobility lengthens $\tau=u|E|/ev^2$, to about 0.4 ps at $E_F$ for $u=10$ m$^2$/(V s), while $\hbar/kT$ is only 25 fs at 300 K. Once thermal holes are plentiful, electron-hole collisions on a time scale of several $\hbar/kT$ can then be faster than $\tau$. In such a clean sheet the neglected momentum exchange is not small, and the sign change and maximum found in part (e) cannot be taken over quantitatively. In a real sheet, charge disorder can also create local electron and hole regions. A sheet that is neutral only on average then holds more carriers than part (a) gives. The $R(T)$ found here is that of a uniform sheet of non-interacting carriers, not a prediction for a particular device.
